# Why spin torque is not an effective energy in a biaxial macrospin

## Definitions and conventions

A small magnetic layer is treated as a macrospin: its moment has fixed length and direction $m$, with $|m|=1$. Atomic units are used in the algebra, so $\hbar=e=m_e=1$. The layer has angular momentum $J$, magnetic energy $E(m)$ and Gilbert damping $\alpha>0$. The symbol $\nabla$ is the gradient on the unit sphere, which is tangent to it, and $\nabla^2$ is the corresponding Laplacian.

A current polarized along the unit vector $p$ delivers angular momentum at the rate $s$, which is an energy in these units. Let $u=m\cdot p$. For $s>0$ the torque turns $m$ towards $p$:

$$J\dot m=m\times\nabla E+\alpha J\,m\times\dot m+s\,m\times(p\times m).$$

Here $s$ does not depend on angle. A field-like torque has the form of precession in a field along $p$ and is included in $E$.

To solve for $\dot m$, note that $m\times(p\times m)=p-m(m\cdot p)=\nabla u$. Write $\dot m=\tau+\alpha m\times\dot m$, with $J\tau=m\times\nabla E+s\nabla u$. Since $\dot m$ is tangent, $m\times(m\times\dot m)=-\dot m$, and therefore $m\times\dot m=m\times\tau-\alpha\dot m$. Substitution gives $(1+\alpha^2)\dot m=\tau+\alpha m\times\tau$. With $m\times(m\times\nabla E)=-\nabla E$ this becomes

$$J(1+\alpha^2)\dot m=m\times\nabla G-\alpha\nabla\Phi,$$

$$G=E+\alpha s u,\qquad \Phi=E-\frac{s}{\alpha}u.$$

The damping part descends $\Phi$, which makes $\Phi$ a tempting effective energy. The precession part, however, follows contours of $G$.

**Thermal noise.** Replace $\nabla E$ by $\nabla E-h$, where $h$ is an isotropic white random field. Its law singles out no tangent direction at $m$. It therefore produces no mean drift there, and its diffusion is isotropic. The probability density $\rho$ obeys

$$\partial_t\rho=-\nabla\cdot j,\qquad j=\rho\dot m-D\nabla\rho,$$

where $\dot m$ is the noiseless velocity. At $s=0$ the density $e^{-E/kT}$ must be stationary. Its precession current has no divergence, as shown below, and its damping and diffusion currents cancel when

$$D=\frac{\alpha kT}{J(1+\alpha^2)}.$$

This noise is kept when the current flows; extra noise carried by the current is neglected. The question is whether $\rho_\Phi\propto e^{-\Phi/kT}$ is stationary for $s\ne0$.

## The counter-example

Take an easy $z$ axis, a hard $x$ axis and polarization along $+z$:

$$E=-Km_z^2+K_pm_x^2,\qquad p=\hat z,\qquad K,K_p>0.$$

In spherical angles, $m_x=\sin\theta\cos\phi$, $m_y=\sin\theta\sin\phi$ and $u=m_z=\cos\theta$.

Since $\nabla\rho_\Phi=-\rho_\Phi\nabla\Phi/kT$, the diffusion current is $-D\nabla\rho_\Phi=+\alpha\rho_\Phi\nabla\Phi/[J(1+\alpha^2)]$. It cancels the damping current. What remains is

$$j=\frac{\rho_\Phi\,m\times\nabla G}{J(1+\alpha^2)}.$$

From $\nabla G=\hat\theta\,\partial_\theta G+\hat\phi\,\partial_\phi G/\sin\theta$, $m\times\hat\theta=\hat\phi$ and $m\times\hat\phi=-\hat\theta$,

$$m\times\nabla G=-\hat\theta\,\frac{\partial_\phi G}{\sin\theta}+\hat\phi\,\partial_\theta G.$$

The divergence of this field is $(-\partial_\theta\partial_\phi G+\partial_\phi\partial_\theta G)/\sin\theta=0$. Only the variation of $\rho_\Phi$ along the flow contributes to $\nabla\cdot j$, so

$$\partial_t\rho_\Phi=\frac{\rho_\Phi}{kT}\,\frac{\nabla\Phi\cdot(m\times\nabla G)}{J(1+\alpha^2)}.$$

Because $u$ does not depend on $\phi$, both $\partial_\phi\Phi$ and $\partial_\phi G$ equal $\partial_\phi E$. Hence

$$\nabla\Phi\cdot(m\times\nabla G)=\frac{\partial_\phi E}{\sin\theta}\,\partial_\theta(G-\Phi).$$

Now $G-\Phi=s(\alpha+1/\alpha)\cos\theta$, whose $\theta$ derivative is $-s(1+\alpha^2)\sin\theta/\alpha$. Also $\partial_\phi E=-2K_p\sin^2\theta\cos\phi\sin\phi=-2K_pm_xm_y$. The two minus signs cancel:

$$\boxed{\frac{\partial_t\rho_\Phi}{\rho_\Phi}=\frac{2sK_p\,m_xm_y}{\alpha JkT}.}$$

For $sK_p\ne0$ this is nonzero away from the planes $m_x=0$ and $m_y=0$. The Boltzmann-like density is not stationary. The integral of $\partial_t\rho_\Phi$ over the sphere still vanishes, since $m_xm_y$ changes sign under $m_x\to-m_x$ while $\rho_\Phi$ does not. Total probability is conserved while its distribution changes.

Heavy damping does not remove the failure at fixed $s/\alpha$. Divided by the damping rate $\alpha K/[J(1+\alpha^2)]$, the relative change contains the factor $(1+\alpha^2)/\alpha$, which is never below 2.

## The general statement and its proof

**Statement.** Within this model, for $s\ne0$, $e^{-\Phi/kT}$ is stationary if and only if $E$ is unchanged by every rotation about $p$.

**Proof.** For any smooth $E$ and any $p$, damping and diffusion cancel as before. Expand the remaining product; terms with the same gradient twice vanish:

$$\nabla\Phi\cdot(m\times\nabla G)=\alpha s\,\nabla E\cdot(m\times\nabla u)-\frac{s}{\alpha}\nabla u\cdot(m\times\nabla E).$$

Exchanging two vectors in a triple product changes its sign, so the second term is $+(s/\alpha)\nabla E\cdot(m\times\nabla u)$. Since $m\times\nabla u=m\times p$,

$$\frac{\partial_t\rho_\Phi}{\rho_\Phi}=\frac{s}{\alpha JkT}(m\times p)\cdot\nabla E.$$

A rotation of $m$ about $p$ by a small angle $d\chi$ gives $dm=(p\times m)d\chi$, and so $dE/d\chi=-(m\times p)\cdot\nabla E$. The right-hand side vanishes everywhere exactly when $E$ is constant on circles around $p$. This proves both directions.

Two different meanings of "effective energy" should be kept apart. Any positive stationary density defines a function $-kT\ln\rho$. The theorem says that this function is not $\Phi$ when the symmetry is absent. The stronger demand is that some energy $E'$ reproduce the motion itself, with the same $J$ and $\alpha$:

$$m\times\nabla E'-\alpha\nabla E'=m\times\nabla G-\alpha\nabla\Phi.$$

The divergence of this equation gives $\nabla^2(E'-\Phi)=0$. If $f=E'-\Phi$, integration by parts gives $0=\int f\nabla^2f\,dA=-\int|\nabla f|^2dA$, so $f$ is constant. The equation then requires $m\times\nabla(\Phi-G)=0$, or $s(\alpha+1/\alpha)u=\text{constant}$. This holds only for $s=0$. Even in the symmetric case, therefore, $\Phi$ gives the stationary density but not the dynamics.

## Where the initial state becomes unstable

Return to the biaxial layer, starting near $m=-\hat z$ with $s>0$. There $m_z\simeq-1+(m_x^2+m_y^2)/2$. The curvatures of $\Phi$ along $x$ and $y$ are

$$g_x=2(K+K_p)-\frac{s}{\alpha},\qquad g_y=2K-\frac{s}{\alpha}.$$

Those of $G$ are $h_x=2(K+K_p)+\alpha s$ and $h_y=2K+\alpha s$. If $\Phi$ were an energy, the state would be lost when $g_y=0$, at $s=2\alpha K$. The linearized motion, with a prime for $J(1+\alpha^2)d/dt$, is instead

$$m_x'=-\alpha g_xm_x+h_ym_y,\qquad m_y'=-h_xm_x-\alpha g_ym_y.$$

The determinant of this system is $\alpha^2g_xg_y+h_xh_y$. The two products are

$$\alpha^2g_xg_y=4\alpha^2K(K+K_p)-\alpha s(4K+2K_p)+s^2,$$

$$h_xh_y=4K(K+K_p)+\alpha s(4K+2K_p)+\alpha^2s^2.$$

Their sum is $(1+\alpha^2)[4K(K+K_p)+s^2]$, which is positive. Stability can then change only with the sign of the trace, $-\alpha(g_x+g_y)=2s-2\alpha(2K+K_p)$. The threshold is

$$s_c=\alpha(2K+K_p).$$

It exceeds the prediction of $\Phi$ by the factor $1+K_p/(2K)$. Precession carries the moment through both directions, so the sum of the two curvatures decides, not the smaller one.

## The density and barrier at weak damping

Let $\alpha\to0$ at fixed $s/\alpha$. Precession is then much faster than damping, torque and diffusion, and makes $\rho$ constant on each orbit of constant $E$ within a well. Let $e=E+K$ be the energy above the minimum, and write $\rho=F(e)$.

In a stationary state no net probability crosses a closed orbit around $-\hat z$. Its outward normal is $n=\nabla E/|\nabla E|$. The flow $m\times\nabla E$ runs along the orbit, and $m\times\nabla u$ has no net flux because it has no divergence. To leading order, what remains is

$$F\oint\nabla\Phi\cdot n\,dl+kT\,F'\oint|\nabla E|\,dl=0.$$

Define $W$ by $F\propto e^{-W/kT}$. Then

$$\frac{dW}{de}=1-\frac{s}{\alpha}q(e),\qquad q(e)=\frac{\oint\nabla u\cdot n\,dl}{\oint|\nabla E|\,dl}.$$

The ratio $q$ compares the work of the torque with the loss to damping.

By the divergence theorem and $\nabla^2m_z=-2m_z$, the numerator is $2\int|m_z|dA$, twice the area projected on the $xy$ plane. The projected orbit is the ellipse $(K+K_p)m_x^2+Km_y^2=e$, so the numerator equals $2\pi e/\sqrt{K(K+K_p)}$.

**Bottom of the well.** The denominator is $\int\nabla^2E\,dA$. With $\nabla^2m_i^2=2-6m_i^2$, the Laplacian at $-\hat z$ is $4K+2K_p$. The area cancels in the ratio, leaving $q(0)=1/(2K+K_p)$. Thus $dW/de$ vanishes there at $s=s_c$, in agreement with the linearized motion.

**Saddle.** At $e=K$ the orbit consists of two half great circles, $\sqrt{K_p}\,m_x=\pm\sqrt K\,m_z$. Factor $E=f_+f_-$ with $f_\pm=\sqrt{K_p}\,m_x\pm\sqrt K\,m_z$. Where one factor vanishes, its gradient has length $\sqrt{K+K_p}$. The other factor has magnitude $2\sqrt{KK_p/(K+K_p)}\cos\psi$, where $\psi$ runs from $-\pi/2$ to $\pi/2$ along the half circle. Hence $|\nabla E|=2\sqrt{KK_p}\cos\psi$. Each half contributes $4\sqrt{KK_p}$, the denominator is $8\sqrt{KK_p}$, and

$$q(K)=\frac{\pi}{4\sqrt{K_p(K+K_p)}}.$$

If $dW/de>0$ throughout the well, the barrier is

$$\Delta W=K-\frac{s}{\alpha}Q,\qquad Q=\int_0^Kq(e)\,de.$$

For $kT\ll\Delta W$ the density at the saddle relative to the bottom sets the leading exponential factor $e^{-\Delta W/kT}$ of the switching rate. The prefactor is not derived here.

The candidate $\Phi$ has its lowest pass at $m_x=0$. There $\Phi=-Km_z^2-(s/\alpha)m_z$ is largest at $m_z=-s/(2\alpha K)$. Subtracting its value $-K+s/\alpha$ at $-\hat z$ gives

$$\Delta\Phi=K\left(1-\frac{s}{2\alpha K}\right)^2,\qquad s<2\alpha K.$$

**Uniaxial limit.** For $K_p=0$, $\nabla E\cdot\nabla u=2|m_z|e$ and $|\nabla E|^2=4Km_z^2e$. Hence $q=1/(2K|m_z|)$ with $|m_z|=\sqrt{1-e/K}$, and integration gives $W=e-(s/\alpha)(1-|m_z|)$. This is $\Phi$ measured from its value at $-\hat z$. Here $dW/de$ changes sign before $e=K$, so the barrier is the maximum of $W$, which is $\Delta\Phi$. The two descriptions agree where they should.

## A direct comparison of densities

Take $kT=1$, $K=3$, $K_p=6$, $\alpha=0.01$ and $s/\alpha=2$. Compare two points on the orbit $e=1.5$. On the hard side, $m_x^2=1.5/9$ and $|m_z|=0.913$. In the easy plane, $m_y^2=1.5/3$ and $|m_z|=0.707$. From the bottom of the well to these points, $\Phi$ predicts drops in $\ln\rho$ of

$$1.5-2(1-0.913)=1.326,\qquad 1.5-2(1-0.707)=0.914.$$

A numerical solution of the Fokker–Planck equation in spherical harmonics gives 1.2354 at both points. The orbit average gives 1.2355. The density follows the orbit, not the contours of $\Phi$.

Switching rates were tested with $K_p/K=2$, $\alpha=0.02$ and $s/(\alpha K)=0.8$ held fixed, for $K/kT=6$ and 10. The torque raises the logarithm of the rate. Between these two cases the increase grows by 0.229 per unit of $K/kT$; the orbit average predicts 0.226 and $\Phi$ predicts 0.64. The computed slope includes the slowly varying prefactor and shifts by about 0.002 with the size of the harmonic basis, so its third digit is not secure.

## A memory layer at read current

Consider an elliptical layer of 80 nm × 40 nm × 2 nm, with $K=1$ eV, $K_p=15$ eV, $\alpha=0.01$, magnetization 1000 kA/m and temperature 300 K. Its angular momentum is $J=2.71\times10^5\hbar$. With spin polarization $\eta=0.6$ and charge current $I=10$ µA,

$$s=\frac{\eta\hbar I}{2e}=0.01232\ \text{eV},\qquad \frac{s}{\alpha}=1.232\ \text{eV}.$$

The Gaussian widths of the well in $\Phi$ are $m_x=0.0290$ and $m_y=0.184$. At the point with these components, restoring $\hbar$, the boxed formula gives a relative density change of 43 per ns. It has the opposite sign in the neighbouring quadrants.

The thresholds are $2\alpha K=0.02$ eV for $\Phi$ and $\alpha(2K+K_p)=0.17$ eV for the linearized motion. As currents they are 16.2 µA and 138 µA, a ratio of $1+15/2=8.5$. The larger one corresponds to 5.5 MA/cm². It marks the instability of the initial state, not switching. For this layer $q$ falls from $q(0)=0.0588$ to $q(K)=0.0507$ per eV, so just above $s_c$ the noiseless moment precesses inside the well. At weak damping it leaves the well only for $s>\alpha/q(K)=0.197$ eV, or 160 µA.

At 10 µA, $Q=0.0564$, and the barriers are

$$\Delta W=1-1.232\times0.0564=0.931\ \text{eV},$$

$$\Delta\Phi=(1-1.232/2)^2=0.147\ \text{eV}.$$

With $kT=0.02585$ eV, the difference of 0.783 eV is $30.3\,kT$. At this current, $\Phi$ overestimates the Boltzmann factor for switching by about $10^{13}$. In the orbit description the read current lowers the barrier by $2.7\,kT$ and leaves $36\,kT$; $\Phi$ would leave only $5.7\,kT$.

These inputs lie in the rough regime of in-plane CoFeB/MgO spin-torque memory, and a threshold of several MA/cm² is of the usual order for it. Real tunnel junctions break the assumption of an angle-independent torque. If the torque varies as $1/(1+\eta^2m_z)$ at fixed current, it is enhanced in the initial hemisphere by at most $1/(1-\eta^2)=1.56$. Since $\nabla E\cdot\nabla u=2|m_z|e\ge0$ there, its work has one sign, and the weak-damping barrier falls by at most a further 0.04 eV. The full enhancement acts at $-\hat z$, so the instability current drops from 138 µA to 88 µA. A field-like torque of strength $0.2s$ that favours $+\hat z$ lowers the energy barrier in $E$ by about $0.2s$, or 2.5 meV. Finite damping raises the weak-damping barrier $\Delta W$ by about 0.1 meV, to first order in $s$.

Uniform rotation is the less secure assumption. A simple domain-wall estimate, with exchange stiffness 20 pJ/m, gives 1.6 eV. This is above $K$ but of the same order. The corresponding wall width, $\pi$ times the square root of the stiffness divided by the easy-axis energy density, is about 79 nm, as long as the layer itself. The tails of the wall extend further, so a fully developed wall does not fit. The estimate also omits edges and stray fields and gives only an order of magnitude; nonuniform reversal is not excluded. Temperature matters as well: with $K$ and $K_p$ held fixed, $\Delta W/kT$ falls from 36 at 300 K to 30 at 358 K. With rough auxiliary inputs (resistance–area product 5 Ω µm², 1 nm oxide, thermal conductivity 10 W/m/K), heating is about 0.2 K at the read current but about 33 K at 138 µA, where the oxide field is 2.7 MV/cm. Current noise and the precession quantum are estimated at about $10^{-3}$ of their thermal counterparts or less at the read current.

## Numbers as computed

```
FOKKER-PLANCK TESTS (energies in kT)
Largest finite-difference relative residual: 0.85079 per model time
Uniaxial log-density drop, pole to equator: 1
Biaxial test: K=3, Kp=6, alpha=0.01, s/alpha=2, orbit e=1.5
Log-density drop to hard-side point, computed: 1.2354
Log-density drop to easy-plane point, computed: 1.2354
Both drops from orbit average: 1.2355
Hard-side drop from Phi: 1.3257
Easy-plane drop from Phi: 0.91421
Basis shift, lmax 40 to 48: 4.2396e-06
Rate test: Kp/K=2, alpha=0.02, s/(alpha K)=0.8, K=6 and 10
Log-rate gain per K, computed: 0.22934
Log-rate gain per K, orbit average: 0.22623
Log-rate gain per K, Phi: 0.64
DEVICE INPUTS
Ellipse axes and thickness: 80, 40, 2 nm
Easy-axis energy K: 1 eV
Hard-axis energy Kp: 15 eV
Damping alpha: 0.01
Spin polarization eta: 0.6
Temperature: 300 K
Magnetization: 1000 kA/m
Read current: 10 uA
DEVICE RESULTS
Layer angular momentum: 2.71e+05 hbar
Thermal energy: 0.025852 eV
Spin current s: 0.012325 eV
s/alpha: 1.2325 eV
Typical mx in Phi well: 0.028987
Typical my in Phi well: 0.18353
Relative density-change rate there: 42.655 1/ns
Critical current from Phi: 16.228 uA
Critical current from linearized motion: 137.93 uA
Critical current density: 5.4882 MA/cm2
Orbit integral Q: 0.056351
Barrier from Phi: 0.14728 eV
Barrier from orbit average: 0.93055 eV
Log10 ratio of Boltzmann factors, Phi/orbit: 13.158
OMITTED EFFECTS
Finite-damping barrier shift, first order in s: 0.11212 meV
Angle-dependent torque, bound on barrier shift: 0.039066 eV
Field-like torque at 0.2 s, barrier shift: 2.4649 meV
Domain-wall energy estimate (exchange 20 pJ/m): 1.5947 eV
Precession quantum / thermal energy: 0.0011419
Spin-current noise / thermal noise, upper estimate: 0.00019981
Read voltage (RA 5 ohm um2): 0.019894 V
Oxide field at critical current (1 nm): 2.7441 MV/cm
Read heating (conductivity 10 W/m/K): 0.17584 K
Heating at critical current: 33.456 K
Orbit barrier / kT at 300 K: 35.995
Orbit barrier / kT at 358 K, fixed K and Kp: 30.164
```
